# Square-root onset of the equilibrium misfit-dislocation density: a numerical check

```python
"""
Result under test: the equilibrium density rho of parallel in-plane edge misfit
dislocations starts as
    rho*h_c = sqrt((L-1)*t/2)/(2*pi),  t = h/h_c - 1,  L = ln(beta*h_c/b).
h: film thickness; h_c: critical thickness; b: Burgers length; mu: shear modulus;
nu: Poisson ratio; misfit: misfit strain; beta: core parameter;
K = mu/(2*pi*(1-nu)). Film and substrate are isotropic with equal moduli.
Lengths are in angstrom and energies in eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

mu, nu, b, misfit, beta = 0.40, 0.28, 4.0, 0.01, 4.0
layer, temperature = 1.4, 800.0
K = mu / (2*np.pi*(1-nu))
line_scale = K*b*b
stress = 2*mu*(1+nu)/(1-nu)*misfit
plane_modulus = 2*mu/(1-nu)

# Elastic boundary problem for unit slip, with wavenumber and mu set to one.
# State: horizontal and vertical displacement, shear and normal traction.
lam = 2*nu/(1-2*nu)
c11 = lam + 2
state_matrix = np.array([
    [0, 1, 1, 0],
    [-lam/c11, 0, 0, 1/c11],
    [c11-lam**2/c11, 0, 0, lam/c11],
    [0, 0, -1, 0]], dtype=float)
decay_condition = np.linalg.matrix_power(state_matrix+np.eye(4), 2)


def solve_slip(depth):
    transfer = expm(state_matrix*depth)
    surface = np.linalg.lstsq(decay_condition @ transfer[:, :2],
                              -decay_condition[:, 0], rcond=None)[0]
    return surface, transfer[:, :2] @ surface


def numerical_response(depth):
    return -solve_slip(depth)[1][2]*2*(1-nu)


def response(a):
    return 1-np.exp(-2*a)*(1-2*a+2*a*a)


for a in (0.03, 0.2, 0.7, 1.5, 4.0):
    assert abs(numerical_response(a)/response(a)-1) < 1e-7

# Depth derivative of the self-energy, from the numerical elastic solution.
nodes, weights = np.polynomial.legendre.leggauss(50)
depths, weights = 7.5*(nodes+1), 7.5*weights
step = 1e-3
slopes = []
for a in depths:
    dh = min(step, a/4)
    slopes.append((numerical_response(a+dh)-numerical_response(a-dh))/(2*dh))
self_derivative = 0.5*np.dot(weights, slopes)
assert abs(self_derivative-0.5) < 1e-4

# Mean stress acting on a perpendicular family of dislocations.
small_depth = 1e-3
surface, _ = solve_slip(small_depth)
z_values = np.linspace(0, small_depth, 21)
side_stress = []
for z in z_values:
    u, w, shear, normal = expm(state_matrix*z)[:, :2] @ surface
    along = c11*u + lam*(normal-lam*u)/c11
    side_stress.append(nu*(along+normal))
cross_coefficient = -np.trapezoid(side_stress, z_values)/small_depth \
    if hasattr(np, "trapezoid") else -np.trapz(side_stress, z_values)/small_depth
assert abs(cross_coefficient/(2*nu/(1-nu))-1) < 5e-3


def pair_energy(x, h):
    """Interaction energy per dislocation length."""
    q = x*x+4*h*h
    return line_scale*(0.5*np.log1p(4*h*h/x**2)+4*h*h/q
                       - 2*h*h*(4*h*h-x*x)/q**2)


def fourier_integrand(a):
    return 4.0 if a < 1e-8 else response(a)/a


for ratio in (0.8, 2.0, 5.0):
    integral = quad(fourier_integrand, 0, np.inf, weight="cos",
                    wvar=ratio, epsabs=1e-9, limlst=200)[0]
    assert abs(integral-pair_energy(ratio, 1.0)/line_scale) < 1e-6
far_coefficient = pair_energy(100.0, 1.0)*100**2/line_scale
assert abs(far_coefficient-(8-44/100**2)) < 1e-4
x_grid = np.arange(0.5, 60, 0.05)
assert np.all(np.diff(pair_energy(x_grid, 1.0), 2) > 0)
pair_area = 2*(quad(lambda x: pair_energy(x, 1.0), 0, 1)[0]
               + quad(lambda x: pair_energy(x, 1.0), 1, np.inf)[0])
assert abs(pair_area/(plane_modulus*b*b)-1) < 1e-6


def self_energy(h, core=beta):
    return 0.5*line_scale*np.log(core*h/b)


def critical_thickness(core=beta, stress_factor=1.0):
    return brentq(lambda h: b*stress*stress_factor*h-self_energy(h, core),
                  b, 1000*b, xtol=1e-12, rtol=1e-14)


h_c = critical_thickness()
L = np.log(beta*h_c/b)
assert L > 1
neighbours = np.arange(1, 2001, dtype=float)


def gain(h):
    return b*stress*h-self_energy(h)


def family_energy(rho, h):
    """Energy per area of one equally spaced family, relative to no lines."""
    density = np.maximum(np.atleast_1d(rho).astype(float), 1e-12)
    pair_sum = pair_energy(neighbours[:, None]/density, h).sum(axis=0)
    pair_sum += 8*line_scale*(h*density)**2/(len(neighbours)+0.5)
    return density*(pair_sum-gain(h))


def minimum(t, crossed=False):
    h = h_c*(1+t)
    cross = plane_modulus*nu*b*b*h

    def objective(log_density):
        rho = np.exp(log_density)
        one = family_energy(rho, h)[0]
        return 2*one+cross*rho*rho if crossed else one
    found = minimize_scalar(objective, bounds=np.log([1e-5/h, 0.5/h]),
                            method="bounded", options={"xatol": 1e-10})
    return np.exp(found.x), found.fun


def root_law(t, log_factor=L, thickness=h_c):
    return np.sqrt((log_factor-1)*t/2)/(2*np.pi*thickness)


def mean_strain_density(t):
    h = h_c*(1+t)
    return gain(h)/(plane_modulus*b*b*h)


assert np.all(family_energy(np.geomspace(1e-5, 0.5, 80)/h_c, 0.99*h_c) > 0)
rho_low, rho_high = minimum(1e-5)[0], minimum(1e-4)[0]
exponent = np.log(rho_high/rho_low)/np.log(10)
assert abs(exponent-0.5) < 1e-3
assert abs(rho_high/root_law(1e-4)-1) < 1e-3
correction = -1+1/(4*(L-1))+11*(L-1)/288
measured_correction = (minimum(1e-3)[0]/root_law(1e-3)-1)/1e-3
assert abs(measured_correction-correction) < 0.02

# A forced square network has a linear onset.
cross_exponent = np.log(minimum(1e-3, True)[0]/minimum(1e-4, True)[0])/np.log(10)
assert abs(cross_exponent-1) < 0.03

# Find where a square network replaces one family, then search both densities.
t_cross = brentq(lambda t: minimum(t, True)[1]-minimum(t)[1], 0.03, 0.6)


def best_two_densities(t):
    h = h_c*(1+t)
    grid = np.linspace(0, 2.5*minimum(t)[0], 201)
    one = family_energy(grid, h)
    total = one[:, None]+one[None, :] \
        + plane_modulus*nu*b*b*h*grid[:, None]*grid[None, :]
    i, j = np.unravel_index(np.argmin(total), total.shape)
    return sorted((grid[i], grid[j]))


for t in (0.01, 0.05, 0.9*t_cross):
    assert best_two_densities(t)[0] == 0
assert best_two_densities(1.1*t_cross)[0] > 0

ev_per_A3_in_GPa = constants.e/constants.angstrom**3/1e9
A_to_nm = constants.angstrom/constants.nano
print(f"Shear modulus: {mu:.2f} eV/A^3 (= {mu*ev_per_A3_in_GPa:.1f} GPa)")
print(f"Poisson ratio: {nu:.2f} (dimensionless)")
print(f"Burgers length: {b:.2f} A")
print(f"Misfit strain: {misfit:.3f} (dimensionless)")
print(f"Core parameter beta: {beta:.1f} (dimensionless)")
print(f"K: {K:.5f} eV/A^3")
print(f"K b^2: {line_scale:.4f} eV/A")
print(f"Misfit stress: {stress:.5f} eV/A^3")
print(f"Critical thickness: {h_c:.2f} A (= {h_c*A_to_nm:.3f} nm)")
print(f"Logarithm L: {L:.4f} (dimensionless)")
print(f"Line self-energy at h_c: {self_energy(h_c):.4f} eV/A")
print(f"Far pair coefficient at x=100h: {far_coefficient:.4f} (dimensionless)")
print(f"Self-energy derivative h*dE/dh/(K b^2): {self_derivative:.5f} (dimensionless)")
print(f"Onset exponent, one family: {exponent:.5f} (dimensionless)")
print(f"Onset exponent, square network: {cross_exponent:.4f} (dimensionless)")
print(f"Root prefactor rho*h_c/sqrt(t): {root_law(1)*h_c:.5f} (dimensionless)")
print(f"Correction c1, formula: {correction:.4f} (dimensionless)")
print(f"Correction c1, minimization: {measured_correction:.4f} (dimensionless)")
for t in (0.01, 0.05, 0.10):
    full = minimum(t)[0]
    print(f"t={t:.2f}: thickness {h_c*(1+t):.2f} A")
    print(f"  spacing, root law: {1/root_law(t):.1f} A")
    print(f"  spacing, full minimum: {1/full:.1f} A (= {A_to_nm/full:.2f} nm)")
    print(f"  spacing, mean-strain model: {1/mean_strain_density(t):.0f} A")
    print(f"  root-law density error: {100*(root_law(t)/full-1):.2f} percent")
    print(f"  misfit relieved, full minimum: {100*b*full/misfit:.2f} percent")
print(f"Square network takes over at t: {t_cross:.4f} (dimensionless)")
for core in (2.0, 8.0):
    hc_test = critical_thickness(core)
    spacing = 1/root_law(0.05, np.log(core*hc_test/b), hc_test)
    print(f"beta={core:.0f}: h_c {hc_test:.2f} A; root spacing at t=0.05 {spacing:.1f} A")
for factor in (0.8, 1.2):
    print(f"Stress/line-energy ratio x{factor:.1f}: h_c "
          f"{critical_thickness(stress_factor=factor):.2f} A")
print(f"One atomic layer (rough): {layer:.1f} A; step in t {layer/h_c:.4f}")
loop_energy = 0.5*np.pi*h_c*self_energy(h_c)
thermal_energy = constants.k*temperature/constants.e
print(f"Rough half-loop energy at radius h_c: {loop_energy:.0f} eV")
print(f"Thermal energy at {temperature:.0f} K: {thermal_energy:.4f} eV")
print(f"Half-loop to thermal energy ratio: {loop_energy/thermal_energy:.0f} (dimensionless)")
print("OK")
```

It prints:

```
Shear modulus: 0.40 eV/A^3 (= 64.1 GPa)
Poisson ratio: 0.28 (dimensionless)
Burgers length: 4.00 A
Misfit strain: 0.010 (dimensionless)
Core parameter beta: 4.0 (dimensionless)
K: 0.08842 eV/A^3
K b^2: 1.4147 eV/A
Misfit stress: 0.01422 eV/A^3
Critical thickness: 48.18 A (= 4.818 nm)
Logarithm L: 3.8750 (dimensionless)
Line self-energy at h_c: 2.7410 eV/A
Far pair coefficient at x=100h: 7.9956 (dimensionless)
Self-energy derivative h*dE/dh/(K b^2): 0.50000 (dimensionless)
Onset exponent, one family: 0.49997 (dimensionless)
Onset exponent, square network: 0.9979 (dimensionless)
Root prefactor rho*h_c/sqrt(t): 0.19082 (dimensionless)
Correction c1, formula: -0.8032 (dimensionless)
Correction c1, minimization: -0.8024 (dimensionless)
t=0.01: thickness 48.66 A
  spacing, root law: 2525.0 A
  spacing, full minimum: 2545.2 A (= 254.52 nm)
  spacing, mean-strain model: 42468 A
  root-law density error: 0.80 percent
  misfit relieved, full minimum: 15.72 percent
t=0.05: thickness 50.59 A
  spacing, root law: 1129.2 A
  spacing, full minimum: 1174.2 A (= 117.42 nm)
  spacing, mean-strain model: 8771 A
  root-law density error: 3.98 percent
  misfit relieved, full minimum: 34.07 percent
t=0.10: thickness 53.00 A
  spacing, root law: 798.5 A
  spacing, full minimum: 861.5 A (= 86.15 nm)
  spacing, mean-strain model: 4559 A
  root-law density error: 7.89 percent
  misfit relieved, full minimum: 46.43 percent
Square network takes over at t: 0.1883 (dimensionless)
beta=2: h_c 35.91 A; root spacing at t=0.05 1038.5 A
beta=8: h_c 59.40 A; root spacing at t=0.05 1214.6 A
Stress/line-energy ratio x0.8: h_c 64.84 A
Stress/line-energy ratio x1.2: h_c 37.57 A
One atomic layer (rough): 1.4 A; step in t 0.0291
Rough half-loop energy at radius h_c: 207 eV
Thermal energy at 800 K: 0.0689 eV
Half-loop to thermal energy ratio: 3009 (dimensionless)
OK
```
